# Permittivity at a second-order antiferroelectric transition in Kittel's two-sublattice model

## 1. Definitions and conventions

A crystal contains two equivalent interpenetrating sublattices, $a$ and $b$, whose dipoles point along one common axis. $P_a$ and $P_b$ are the dipole moments of each sublattice divided by the volume of the whole crystal, so the macroscopic polarization is the plain sum

$$P=P_a+P_b .$$

The macroscopic electric field $E$ lies along the same axis. At given temperature $T$ and field, equilibrium is the global minimum over $P_a,P_b$ of the free energy density

$$F=f(P_a^2+P_b^2)+g\,P_aP_b+h(P_a^4+P_b^4)-E(P_a+P_b). \tag{1}$$

The smooth non-polar part of the free energy is left out. The coefficients obey

$$g>0,\qquad h>0,\qquad f=\frac g2+\lambda t,\qquad t=T-T_c,\qquad \lambda>0 . \tag{2}$$

A positive $g$ favours antiparallel sublattices. The form of $f$ places the instability at $T_c$, as Section 2 shows. The quantities $g,h,\lambda$ are taken as constants. In SI units $g$ is in J m C$^{-2}$, $\lambda$ in J m C$^{-2}$ K$^{-1}$ and $h$ in J m$^5$ C$^{-4}$.

The susceptibility is $\chi=dP/dE$, in F/m. It is taken at zero steady field unless a bias is stated. Since $D=\varepsilon_0E+P$, the relative permittivity is

$$\varepsilon_r=1+\frac{\chi}{\varepsilon_0}, \tag{3}$$

with every other polarization mechanism neglected. The treatment is mean-field: fluctuations, strain and domain walls are omitted.

The result to be derived is

$$\chi=\begin{cases}\dfrac{1}{g+\lambda(T-T_c)}, & T\ge T_c,\\[3mm] \dfrac{1}{g+2\lambda(T_c-T)}, & T\le T_c.\end{cases} \tag{4}$$

**Other normalization.** If the sublattice polarizations are instead defined per sublattice volume, each sublattice occupying half the crystal, then $p_a=2P_a$, $p_b=2P_b$ and $P=(p_a+p_b)/2$. The quadratic coefficients in $F$ are then divided by 4 and the quartic one by 16. Coefficients fitted in that convention must be converted before (4) is used.

## 2. The ordered state at zero field

Because $(P_a+P_b)^2\ge0$,

$$P_aP_b\ge-\tfrac12(P_a^2+P_b^2),$$

with equality if and only if $P_a=-P_b$. Multiplying by $g>0$ and inserting this in (1) at $E=0$ gives

$$F\ge\varphi(P_a)+\varphi(P_b),\qquad \varphi(x)=\left(f-\frac g2\right)x^2+hx^4=\lambda t\,x^2+hx^4. \tag{5}$$

The lower bound is a sum of two independent terms, so each can be minimized separately.

For $t\ge0$ both terms of $\varphi$ are non-negative, and the minimum is $x=0$. The state $P_a=P_b=0$ attains the bound.

For $t<0$, setting $\varphi'(x)=2\lambda t\,x+4hx^3=0$ with $x\ne0$ gives $x^2=-\lambda t/(2h)$. The bound is therefore lowest when both sublattices have this magnitude, and $F$ attains it when their signs are opposite:

$$P_a=-P_b=\pm P_s,\qquad P_s^2=\frac{\lambda(T_c-T)}{2h}. \tag{6}$$

This is the global minimum, not merely a stationary point. The total polarization is zero on both sides of $T_c$.

The minimum energy below $T_c$ is

$$F_{\min}=2\left(\lambda tP_s^2+hP_s^4\right)=2\left(-\frac{\lambda^2t^2}{2h}+\frac{\lambda^2t^2}{4h}\right)=-\frac{\lambda^2t^2}{2h}, \tag{7}$$

and above $T_c$ it is zero. The polar part of the entropy density, $S=-dF_{\min}/dT$, is $\lambda^2t/h$ below and zero above. It is continuous at $T_c$, so there is no latent heat. The heat capacity per volume, $T\,dS/dT$, is $T\lambda^2/h$ below and zero above. On cooling it jumps up by

$$\Delta c=\frac{T_c\lambda^2}{h}. \tag{8}$$

The transition is thus of second order. Antiferroelectrics with a first-order transition, such as lead zirconate, lie outside this model, and their permittivity can jump at the transition.

## 3. Linear response of the two sublattices

Setting the derivatives of (1) to zero gives the equations of state

$$2fP_a+gP_b+4hP_a^3=E,\qquad 2fP_b+gP_a+4hP_b^3=E. \tag{9}$$

Let a small field change the sublattice polarizations by $\delta P_a$ and $\delta P_b$. The cubic term contributes $12hP_a^2\,\delta P_a$, and likewise for $b$. In the unperturbed state $P_a^2=P_b^2=P_s^2$, with $P_s=0$ above $T_c$. Both sublattices therefore have the same curvature, although their polarizations are opposite:

$$(2f+12hP_s^2)\,\delta P_a+g\,\delta P_b=E,$$
$$g\,\delta P_a+(2f+12hP_s^2)\,\delta P_b=E. \tag{10}$$

Subtracting the second equation from the first,

$$(2f-g+12hP_s^2)(\delta P_a-\delta P_b)=0. \tag{11}$$

From (2), $2f-g=2\lambda t$. Above $T_c$ the first factor is $2\lambda t>0$. Below, (6) gives $12hP_s^2=6\lambda|t|$, and the factor is $-2\lambda|t|+6\lambda|t|=4\lambda|t|>0$. Hence $\delta P_a=\delta P_b$ away from $T_c$. To first order, the sublattice along the field grows and the opposite one shrinks by the same amount.

With equal responses, either line of (10) gives

$$\delta P_a=\frac{E}{2f+g+12hP_s^2}.$$

The total response is $\delta P=2\,\delta P_a$, and $2f+g=2g+2\lambda t$. Therefore

$$\chi=\frac{2}{2g+2\lambda t+12hP_s^2}=\frac{1}{g+\lambda t+6hP_s^2}. \tag{12}$$

Above $T_c$, $P_s=0$ and the first line of (4) follows. Below, $6hP_s^2=3\lambda|t|$, so

$$\frac1\chi=g-\lambda|t|+3\lambda|t|=g+2\lambda|t|,$$

which is the second line. Two effects compete on cooling: the quadratic coefficient softens the crystal by $\lambda|t|$, and the sublattice order stiffens it by $3\lambda|t|$. The stiffening wins, and the permittivity falls.

Both lines tend to $1/g$ at $T_c$. Their derivatives are

$$\frac{d\chi}{dT}=-\frac{\lambda}{(g+\lambda t)^2}\ \ (t>0),\qquad \frac{d\chi}{dT}=+\frac{2\lambda}{(g-2\lambda t)^2}\ \ (t<0), \tag{13}$$

with limits $-\lambda/g^2$ just above and $+2\lambda/g^2$ just below. The permittivity has a finite peak with a kink, and the slope ratio, below to above, is $-2$.

Above $T_c$ the result can be written as a Curie–Weiss law:

$$\frac{\chi}{\varepsilon_0}=\frac{C}{T-T_0},\qquad C=\frac1{\varepsilon_0\lambda},\qquad T_0=T_c-\frac g\lambda. \tag{14}$$

The pole at $T_0$ is an extrapolation. Antipolar order sets in at the higher temperature $T_c$ and replaces this branch before the pole is reached. If $g>\lambda T_c$, $T_0$ is negative.

The coefficient $h$ has cancelled from $\chi$. Zero-bias permittivity data can fix $\lambda$ and $g$ in this model, but not $h$, which needs $P_s$, $\Delta c$ or a response under bias.

## 4. Why the permittivity stays finite

Define the staggered polarization $A=P_a-P_b$, so that $P_a=(P+A)/2$ and $P_b=(P-A)/2$. Then

$$P_a^2+P_b^2=\frac{P^2+A^2}{2},\qquad P_aP_b=\frac{P^2-A^2}{4},$$
$$P_a^4+P_b^4=\frac{(P+A)^4+(P-A)^4}{16}=\frac{P^4+6P^2A^2+A^4}{8}.$$

The coefficient of $P^2$ in $F$ is $f/2+g/4=(g+\lambda t)/2$, and that of $A^2$ is $f/2-g/4=\lambda t/2$. Hence

$$F=\frac{g+\lambda t}{2}P^2+\frac{\lambda t}{2}A^2+\frac h8\left(P^4+6P^2A^2+A^4\right)-EP. \tag{15}$$

The coordinate that loses its stiffness at $T_c$ is $A$. The uniform field acts on $P$, whose stiffness there is still $g$. This is the reason for the finite permittivity. The positive $P^2A^2$ term stiffens $P$ once $A$ is non-zero, which produces the fall below $T_c$.

Equation (15) also settles the point $T=T_c$, where (11) gives no information. At $t=0$ the condition $\partial F/\partial A=\frac h2A(3P^2+A^2)=0$ has the single real solution $A=0$. Then $E=gP+\frac h2P^3$, and $\chi=1/g$ at $T_c$ itself.

The divergence appears in the response to a staggered field $E_s$, which acts as $+E_s$ on $a$ and $-E_s$ on $b$ and adds $-E_sA$ to $F$. At $P=0$ the curvature along $A$ is $\lambda t+\frac32hA^2$, and the mixed derivative $\partial^2F/\partial P\partial A=3hPA$ vanishes. Below $T_c$, $A^2=4P_s^2=2\lambda|t|/h$, so the curvature is $-\lambda|t|+3\lambda|t|=2\lambda|t|$. Within one domain,

$$\frac{dA}{dE_s}=\frac1{\lambda t}\ \ (t>0),\qquad \frac{dA}{dE_s}=\frac1{2\lambda|t|}\ \ (t<0). \tag{16}$$

Two limits place the result. As $g\to0^+$ the peak $1/g$ grows without bound, and (4) tends to the same expressions as (16): the sublattices decouple, and uniform and staggered order become equally easy. For $g<0$, with $f=|g|/2+\lambda t$, the coefficient of $P^2$ becomes $|g|/4+\lambda t/2-|g|/4=\lambda t/2$. The soft coordinate is then $P$, the order is ferroelectric, and $\chi=1/(\lambda t)$ diverges on approach from above.

## 5. What depends on the quartic form

Symmetry also permits a term $kP_a^2P_b^2=k(P^2-A^2)^2/16$. The quartic part of $F$ is positive for all non-zero $(P_a,P_b)$ if $k>-2h$, which is assumed. At $T_c$ the quadratic part of (15) is $gP^2/2\ge0$, so the origin is then the unique minimum, and just below $T_c$ the minima lie close to it. There $\partial F/\partial P$ at $E=0$ is $P$ times a factor close to $g$, which forces $P=0$. The order is therefore still antipolar near $T_c$.

At $P=0$ the energy is

$$F=\frac{\lambda t}{2}A^2+\frac{2h+k}{16}A^4,$$

and $\lambda tA+\frac{2h+k}{4}A^3=0$ gives $A^2=-4\lambda t/(2h+k)$ for $t<0$. The coefficient of $P^2A^2$ is now $\frac{3h}{4}-\frac k8$, which adds $2A^2\left(\frac{3h}4-\frac k8\right)=\frac{6h-k}{4}A^2$ to $1/\chi$. On the ordered side, near $T_c$,

$$\frac1\chi=g+\lambda t-\lambda t\,\frac{6h-k}{2h+k}=g+\lambda t\,\frac{2k-4h}{2h+k}. \tag{17}$$

The branch above $T_c$ is unchanged, since $A=0$ there. The consequences are:

- For $-2h<k<2h$ the permittivity falls on cooling below $T_c$ and has a peak. The slope ratio is $-2$ at $k=0$.
- For $k=2h$ it is flat below $T_c$.
- For $k>2h$ it continues to rise on cooling, at first.
- For $k=6h$ the coupling between $P^2$ and $A^2$ vanishes, and the kink disappears.

Finiteness and continuity at $T_c$ thus survive this extension. The peak does not have to, and the slope change is absent at one special value of $k$. Symmetry permits one further quartic term, $mP_aP_b(P_a^2+P_b^2)=m(P^4-A^4)/8$, set to zero above. Provided the quartic part stays positive, it replaces $2h+k$ by $2h+k-2m$ in $A^2$ and leaves the $P^2A^2$ coupling unchanged. The flat case then moves to $k=2h+m$, the slope ratio at $k=0$ is no longer $-2$, and the kink still disappears at $k=6h$. A measured slope ratio different from $-2$ is no evidence against antipolar order.

## 6. Steady bias field

Return to $k=0$. The stationarity conditions of (15) are

$$(g+\lambda t)P+\frac h2(P^3+3PA^2)=E,\qquad A\left[\lambda t+\frac{3h}{2}P^2+\frac h2A^2\right]=0. \tag{18}$$

In the disordered state $A=0$ and

$$E=(g+\lambda t)P+\frac h2P^3. \tag{19}$$

In the ordered state the bracket vanishes, so $A^2=-2\lambda t/h-3P^2$. Substitution in the first condition gives

$$E=(g+\lambda t)P+\frac h2P^3-3\lambda tP-\frac{9h}{2}P^3=(g-2\lambda t)P-4hP^3. \tag{20}$$

The two states meet where $A^2=0$, that is, at

$$\lambda t=-\frac{3h}{2}P^2,\qquad E=gP-hP^3, \tag{21}$$

the second relation following from (19). A bias therefore lowers the transition temperature. On this line the derivatives $dE/dP$ of (19) and (20) are

$$\left.\frac1\chi\right|_{A=0}=g+\lambda t+\frac{3h}2P^2=g,$$
$$\left.\frac1\chi\right|_{A\to0}=g-2\lambda t-12hP^2=g-9hP^2. \tag{22}$$

The susceptibility jumps, and it is larger on the ordered side. There an increase of the field also reduces $A$, which relaxes the stiffness of $P$ and adds to the response. The jump vanishes as $P\to0$, so the continuity in (4) is a zero-bias property.

The condition for a continuous transition follows at fixed $t<0$. As $P$ grows from zero, (20) holds up to the meeting point $P_*$, where $P_*^2=2\lambda|t|/(3h)$, and (19) holds beyond it. The slope $dE/dP$ of (20) decreases with $P$ and ends at $g-9hP_*^2$; that of (19) starts at $g$ and increases. If $9hP_*^2<g$, $E$ rises monotonically with $P$, each field selects one polarization, and the transition is continuous. If $9hP_*^2>g$, $E(P)$ has a falling section, and $P$ jumps at some field. Equation (21) then no longer locates the transition. It marks the lower end of the falling section, and the equilibrium jump occurs at the higher field where the ordered and disordered states have equal energy. By symmetry this happens for both signs of $E$.

The amplitude allowed in a small-signal measurement near $T_c$ depends on what is to be resolved. For $\chi$ itself, the ordered side is the more demanding. By (20), the field lowers $dE/dP$ from its zero-field value $g+2\lambda|t|$ by $12hP^2$, and the ratio $E/P$ by $4hP^2$. At $P=P_*$ with $hP^2/g=0.01$ the zero-field value is $1.03\,g$, and these changes amount to about 12% and 4%. At and above $T_c$, (19) gives increases of only $\frac32hP^2$ and $\frac12hP^2$. To resolve the difference $2\lambda|t|$ between $1/\chi$ and $g$ below $T_c$, the field-induced change must be small against that difference: $12hP^2\ll2\lambda|t|$ for $dE/dP$, or $4hP^2\ll2\lambda|t|$ for $E/P$. Either condition also keeps $P$ below $P_*$. This second limit on the amplitude shrinks as $|t|^{1/2}$ when $T_c$ is approached.

## 7. Worked example

The parameters are round model values and describe no particular material: $T_c=500$ K, $\lambda=10^6$ J m C$^{-2}$ K$^{-1}$, $g=4\times10^8$ J m C$^{-2}$, $h=10^9$ J m$^5$ C$^{-4}$. The reference values come from direct minimization of $F$, with a global grid search, and from numerical differentiation with respect to the field. They are listed in the numerical output.

**Permittivity.** The Curie constant is $C=1/(\varepsilon_0\lambda)=1.129\times10^5$ K, and $T_0=500-400=100$ K. At the transition $\varepsilon_r=1+1/(\varepsilon_0g)=283.4$. Ten kelvin above and below,

$$\varepsilon_r(510)=1+\frac{1.1294\times10^5}{400+10}\approx276.5,\qquad \varepsilon_r(490)=1+\frac{1.1294\times10^5}{400+20}\approx269.9.$$

Minimization gives the same values. At 450 K and at 600 K the permittivity is equal, 226.9, because 50 K below $T_c$ raises $1/\chi$ as much as 100 K above it. The predicted slopes of $\varepsilon_r$ at $T_c$ are $+1.412$ K$^{-1}$ just below and $-0.706$ K$^{-1}$ just above. The numerical slopes, $1.410$ and $-0.705$ K$^{-1}$, are slightly smaller in magnitude because they are secants taken between 0.1 and 0.2 K from $T_c$, where both branches have already flattened according to (13).

**Order and heat capacity.** At 490 K, $P_s=\sqrt{10^6\times10/(2\times10^9)}=0.0707$ C/m$^2$. The heat capacity jump is $500\times10^{12}/10^9=5\times10^5$ J m$^{-3}$ K$^{-1}$, in agreement with the curvature of the minimized energy.

**Staggered response.** Between 510 K and 501 K, $dA/dE_s$ grows tenfold, from $1.0\times10^{-7}$ to $1.0\times10^{-6}$ F/m, while $dP/dE$ changes only from $2.44\times10^{-9}$ to $2.49\times10^{-9}$ F/m. At 499 K the staggered response is $5.0\times10^{-7}$ F/m, half its value at 501 K, as (16) requires.

**Extra quartic term.** At 490 K, $\varepsilon_r$ is 269.9 for $k=0$, 283.4 for $k=2h$ and 290.6 for $k=6h$. The corresponding slopes of $1/\chi$ are $-2\lambda$, $0$ and $+\lambda$. The last equals the slope above $T_c$, so there is no kink.

**Bias.** Take $P=0.05$ C/m$^2$ at the transition. Equation (21) gives $E=2\times10^7-1.25\times10^5=1.9875\times10^7$ V/m and a shift of $-1.5\times10^9\times0.0025/10^6=-3.75$ K, so the transition lies at 496.25 K. Equation (22) gives $1/\chi=4\times10^8$ m/F above and $4\times10^8-2.25\times10^7=3.775\times10^8$ m/F below. Numerically, $1+\chi/\varepsilon_0$ changes from 283.4 at 0.01 K above to 300.2 at 0.01 K below. The transition remains continuous up to $P=\sqrt{g/(9h)}=0.211$ C/m$^2$, which by (21) corresponds to $E=7.5\times10^7$ V/m. Both fields are high: bulk ceramics typically break down at around $10^7$ V/m, so a bias of this size is more realistic for good thin films.

## 8. Notes for implementation

- Select the branch of (4) by the sign of $T-T_c$. Using the upper line below $T_c$ describes the unstable state $A=0$ and produces a false divergence at $T_0$ if $T_0>0$.
- Under bias, use (19) where $\lambda t+\frac32hP^2\ge0$ and (20) otherwise. Where $E(P)$ is not monotonic, compare the energies of the competing solutions.
- When minimizing $F$ numerically below $T_c$, start with a small antiparallel offset. A start with $P_a=P_b$ has no gradient along $A$, and a gradient method can then stop at the saddle $A=0$.
- When differentiating with respect to $E_s$ below $T_c$, keep $E_s$ on one side of zero. The global minimum changes domain when $E_s$ changes sign, and a difference taken across zero would include the reversal of $A$.

## Table of computed values

```
Tc = 500 K, lambda = 1.0e+06 J m C^-2 K^-1
g = 4.0e+08 J m C^-2, h = 1.0e+09 J m^5 C^-4
Extrapolated Curie-Weiss temperature T0 = 100.0 K
Curie constant 1/(eps0 lambda) = 1.1294e+05 K
T (K) | Ps (C/m^2) | eps_r from minimization | eps_r from formula
400 | 0.2236 | 189.23 | 189.23
450 | 0.1581 | 226.88 | 226.88
490 | 0.0707 | 269.91 | 269.91
510 | 0.0000 | 276.47 | 276.47
550 | 0.0000 | 251.98 | 251.98
600 | 0.0000 | 226.88 | 226.88
eps_r at Tc - 0.01 K: 283.34
eps_r at Tc + 0.01 K: 283.35
eps_r at Tc from 1 + 1/(eps0 g): 283.35
Slope of eps_r just below Tc, numerical: 1.410 1/K
Slope of eps_r just below Tc, formula: 1.412 1/K
Slope of eps_r just above Tc, numerical: -0.705 1/K
Slope of eps_r just above Tc, formula: -0.706 1/K
Heat capacity jump at Tc: 5.0000e+05 J m^-3 K^-1
T (K) | staggered dA/dEs (F/m) | uniform dP/dE (F/m)
490 | 4.999e-08 | 2.381e-09
499 | 4.999e-07 | 2.488e-09
501 | 1.000e-06 | 2.494e-09
510 | 1.000e-07 | 2.439e-09
k/h | eps_r at 490 K | d(1/chi)/dT below Tc in units of lambda
0 | 269.91 | -2.000
2 | 283.35 | +0.000
6 | 290.59 | +1.000
Bias field: 1.9875e+07 V/m, P at transition: 0.050 C/m^2
Transition temperature under bias: 496.25 K
Biased 1 + (dP/dE)/eps0, 0.01 K above: 283.35
Biased 1 + (dP/dE)/eps0, 0.01 K below: 300.16
Limit of continuous transition, P = 0.2108 C/m^2
```
